# Why a Falling Desorption Peak Does Not Prove Lateral Repulsion

When randomly mixed atoms leave a surface by pairing up, the peak in a thermal-desorption spectrum moves to lower temperature as the initial coverage rises, even if the activation energy is the same at every coverage. The shift is close to $-RT_p^2/E$ for each factor $e$ in coverage, where $T_p$ is the peak temperature and $E$ the molar activation energy. For $E=100$ kJ/mol and a peak near 386 K this is about 12 K. First-order desorption with lateral repulsion also gives a downward shift. The shift alone therefore cannot tell the two apart.

## The belief and its sound core

In the experiment the surface is heated at a constant rate $\beta$, so that $dT=\beta\,dt$, and the desorption rate is recorded. Let $\theta$ be the fractional coverage. Readsorption is neglected, all sites are alike, and the ramp starts at a temperature where hardly anything desorbs.

The belief runs as follows. A lower peak temperature means easier desorption. If desorption is easier from a fuller layer, the adsorbed particles must be pushing one another off the surface.

For particles that desorb singly, the argument has a sound basis. With constant energy and constant prefactor $\nu$, the rate is

$$r=-\frac{d\theta}{dt}=\nu\theta e^{-E/RT}.$$

At the peak $d\ln r/dT=0$. Since $\ln r=\ln\nu+\ln\theta-E/RT$,

$$\frac{1}{\theta}\frac{d\theta}{dT}+\frac{E}{RT_p^2}=0 .$$

Along the ramp $d\theta/dT=-r/\beta$, so the first term is $-(\nu/\beta)e^{-E/RT_p}$, and the coverage cancels:

$$\frac{E}{RT_p^2}=\frac{\nu}{\beta}e^{-E/RT_p}.$$

With $x=E/RT_p$ the left side is $x/T_p$, and the condition becomes

$$x e^{x}=\frac{\nu T_p}{\beta}. \qquad (1)$$

The initial coverage $\theta_0$ is absent, so the peak stands still. If it moves, some assumption has failed, and a coverage-dependent energy is one candidate. Repulsion does act in the expected direction: for $E(\theta)=E_0-w\theta$ with $w>0$, a fuller layer has a lower barrier.

The weak point is the words "desorb singly". They are a premise about the kinetics, and the shift cannot be used to establish repulsion until that premise has been checked.

## Why pairing matters

Suppose that atoms leave only as diatomic molecules. An atom then needs a partner. If the atoms do not interact and move fast enough to stay randomly mixed, a given neighbouring site is occupied with probability $\theta$. The loss rate per atom is proportional to $\theta$, and the total loss rate to $\theta^2$:

$$r=-\frac{d\theta}{dt}=\nu\theta^2e^{-E/RT}. \qquad (2)$$

Here $r$ counts atoms. The molecular flux is half as large, which does not affect the peak position. The number of neighbours and other constant geometrical factors are contained in $\nu$.

In a dense layer partners are easy to find, so desorption gets under way at a lower temperature. In a dilute layer each atom waits longer, and the ramp carries the surface to a higher temperature meanwhile. No energy has changed.

## The peak temperature

Dividing equation (2) by $\beta\theta^2$ and using $d(1/\theta)=-d\theta/\theta^2$ gives

$$\frac{d}{dT}\left(\frac1\theta\right)=\frac{\nu}{\beta}e^{-E/RT},$$

and therefore

$$\frac1\theta=\frac1{\theta_0}+\frac{\nu}{\beta}I(T),\qquad I(T)=\int_0^T e^{-E/RT'}dT'. \qquad (3)$$

The lower limit may be set to zero because desorption is negligible at the start of the ramp. To evaluate $I$, put $E/RT'=xs$ with $x=E/RT$, so that $T'=T/s$ and $dT'=-T\,ds/s^2$:

$$I(T)=T\int_1^\infty\frac{e^{-xs}}{s^2}\,ds=T E_2(x),$$

where $E_2$ is an exponential integral. It is useful to define

$$g(x)=xe^xE_2(x),\qquad\text{so that}\qquad I=\frac{RT^2}{E}e^{-x}g(x),$$

because $T/x=RT^2/E$. Written out, $g=\int_1^\infty x e^{-x(s-1)}s^{-2}ds$. Without the factor $s^{-2}$ the integral would be 1, so $g$ lies between 0 and 1. For large $x$, expanding $s^{-2}=1-2(s-1)+\dots$ gives $g\approx1-2/x$.

Next comes the maximum of the rate. From $\ln r=\ln\nu+2\ln\theta-E/RT$,

$$\frac{d\ln r}{dT}=\frac{E}{RT^2}-\frac{2\nu}{\beta}\theta e^{-x}. \qquad (4)$$

Setting this to zero gives

$$\frac{1}{\theta_p}=\frac{2\nu}{\beta}\frac{RT_p^2}{E}e^{-x}. \qquad (5)$$

In contrast to the first-order case, a coverage has survived. Equation (3) at the peak provides a second expression for $1/\theta_p$. Equating the two yields

$$F(T_p)=\frac1{\theta_0},\qquad F(T)=\frac{\nu}{\beta}\left[\frac{2RT^2}{E}e^{-x}-I(T)\right]. \qquad (6)$$

The direction of the shift follows from the slope of $F$. Since $de^{-x}/dT=e^{-x}E/(RT^2)$,

$$\frac{d}{dT}\left(\frac{2RT^2}{E}e^{-x}\right)=\left(\frac{4RT}{E}+2\right)e^{-x}=\left(\frac4x+2\right)e^{-x},$$

while $dI/dT=e^{-x}$. Hence

$$\frac{dF}{dT}=\frac{\nu}{\beta}e^{-x}\left(1+\frac4x\right)>0. \qquad (7)$$

$F$ rises steadily from zero without bound, so equation (6) has one solution for each $\theta_0$. It is a maximum: by equations (3) and (4) the rate is still growing when $F(T)<1/\theta_0$ and is falling when $F(T)>1/\theta_0$. A larger $\theta_0$ makes the right side of equation (6) smaller, and the peak moves to lower temperature. This holds for every positive $E$ and $\nu$ within the stated model.

## The size of the shift

Differentiating equation (6) gives $F'(T_p)\,dT_p=d(1/\theta_0)=-(1/\theta_0)\,d\ln\theta_0$. On the right, $1/\theta_0$ may be replaced by

$$F(T_p)=\frac{\nu}{\beta}\frac{RT_p^2}{E}e^{-x}(2-g).$$

Dividing by equation (7) removes $\nu/\beta$ and $e^{-x}$:

$$\frac{dT_p}{d\ln\theta_0}=-\frac{RT_p^2}{E}\,\frac{2-g}{1+4/x}. \qquad (8)$$

For large $x$ the last fraction is approximately $(1+2/x)/(1+4/x)\approx1-2/x$. The simple estimate $-RT_p^2/E$ is therefore slightly too large in magnitude.

Dividing equation (5) by $1/\theta_0=F(T_p)$ the other way up also gives the coverage left at the peak, $\theta_p/\theta_0=1-g/2$, which for large $x$ is a little more than one half.

Take the round model parameters $E=100$ kJ/mol, $\nu=10^{13}$ s$^{-1}$ and $\beta=2$ K/s. For $\theta_0=0.5$, direct integration of the rate equation puts the peak at 386.44 K, where $x=31.12$ and $g=0.9412$. The remaining fraction is 0.5294, so $\theta_p=0.265$. The two sides of the peak condition agree:

$$\frac{E}{RT_p^2}=\frac{1}{12.416\ \text{K}}=0.081\ \text{K}^{-1},$$

$$\frac{2\nu\theta_p}{\beta}e^{-x}=2.65\times10^{12}\times3.04\times10^{-14}\ \text{K}^{-1}=0.081\ \text{K}^{-1}.$$

Equation (8) then gives

$$\frac{dT_p}{d\ln\theta_0}=-12.416\times\frac{1.0588}{1.1285}\ \text{K}=-11.65\ \text{K},$$

the same as the finite difference between integrated peaks. Going from $\theta_0=0.25$ to $\theta_0=1$ should lower the peak by about $11.65\ln4=16.2$ K. The integrated peaks lie at 394.7 K and 378.5 K, a difference of 16.2 K. First-order desorption with the same parameters has its peak at 379.2 K for every initial coverage.

The square in equation (2) can itself be checked on a lattice whose atoms have no interaction energy. Sites are reshuffled at each small temperature step, and neighbours in a pair may leave together with the fixed barrier. Half of the atoms have gone at 379.8 K for $\theta_0=1$ and at 396.0 K for $\theta_0=0.25$. The rate law gives 379.8 K and 396.1 K. These lattice values come from one random run and scatter by some tenths of a kelvin between runs. The reshuffling imposes random mixing, so the run confirms the square only under that premise. The half-loss temperature falls with rising initial coverage although repulsion was never put in.

## How a false repulsion is produced

Suppose the second-order peaks are read with the first-order condition (1), keeping $\nu$ fixed. This assigns to each peak an apparent energy $E_{\rm app}=RT_px_{\rm app}$, with

$$x_{\rm app}e^{x_{\rm app}}=\frac{\nu T_p}{\beta}.$$

The true condition (5), rearranged with $RT_p^2/E=T_p/x$, is $xe^x=2\theta_p\nu T_p/\beta$. Dividing the first relation by the second, taking logarithms and multiplying by $RT_p$ gives

$$E_{\rm app}=E-RT_p\left[\ln(2\theta_p)+\ln\frac{x_{\rm app}}{x}\right]. \qquad (9)$$

Since $2\theta_p$ is close to $\theta_0$, and $x_{\rm app}$ is not far from $x$, the leading behaviour is

$$E_{\rm app}\approx E-RT_p\ln\theta_0 .$$

The apparent energy falls with rising coverage while the true one stays at 100 kJ/mol. In the example it is 107.3 kJ/mol at $\theta_0=0.1$, 104.2 kJ/mol at 0.25 and 99.8 kJ/mol at 1. An analysis that took first order for granted would report a repulsive effect of 7.5 kJ/mol between the first and the last of these coverages.

The origin of this number is visible in the identity

$$\nu\theta^2e^{-E/RT}=\nu\theta\exp\left[-\frac{E-RT\ln\theta}{RT}\right].$$

The probability of finding a partner has been moved into the exponent, where it looks like an energy.

## Two peaks fit both explanations

The ambiguity can be made concrete by fitting a repulsive first-order model, $E(\theta)=E_0-w\theta$, to the second-order peaks at $\theta_0=1$ and $0.25$. With the same $\nu$ and $\beta$, the fit gives $E_0=105.6$ kJ/mol and $w=7.3$ kJ/mol. Both peak positions are reproduced. Two adjustable parameters can be expected to match two numbers, but the point is that $w$ comes out positive and of modest size, so nothing in the fit warns that the data contain no repulsion.

At other coverages the models part company:

| $\theta_0$ | second order, $T_p$ (K) | repulsive first order, $T_p$ (K) |
|---|---|---|
| 1 | 378.5 | 378.5 |
| 0.5 | 386.4 | 389.4 |
| 0.25 | 394.7 | 394.7 |
| 0.1 | 406.1 | 397.8 |
| 0.01 | 437.9 | 399.6 |

The peak shapes differ too. At $\theta_0=1$ the full width at half maximum is 39.6 K for second order and 49.9 K for the repulsive model. The spectra hold more information than the direction in which their maxima move.

## Measurements that can separate them

**Low coverage.** For the repulsive model, $\ln r=\ln\nu+\ln\theta-(E_0-w\theta)/RT$. Setting its temperature derivative to zero, with $d\theta/dT=-r/\beta$, gives

$$\frac{E(\theta_p)}{RT_p^2}=\frac{\nu}{\beta}e^{-E(\theta_p)/RT_p}\left(1+\frac{w\theta_p}{RT_p}\right).$$

As $\theta_p\to0$ this becomes the constant-energy condition with $E_0$, and the peak settles at a limit. Particles that are far apart no longer repel. The second-order peak does not settle, because each halving of the coverage makes partners scarcer by the same factor. From $\theta_0=0.02$ to $0.01$ it rises by 10 K, while the repulsive peak rises by 0.2 K. This test works against an interaction that fades smoothly as the layer thins. A first-order energy that varied as $-\ln\theta$ would escape it, as the identity above shows. The test also relies on all sites being alike. On a real surface, steps and defects that bind more strongly tend to be filled first, and a first-order peak can then keep rising at low coverage with neither pairing nor repulsion.

**Coverage and heating rate together.** Multiplying equation (6) by $\beta/\nu$ leaves a function of temperature on the left and $\beta/(\nu\theta_0)$ on the right. For second order with constant $E$ and $\nu$, the peak position thus depends on coverage and heating rate through the ratio $\theta_0/\beta$. Halving both leaves the peak where it was. In the repulsive first-order model at low coverage, the coverage has lost its influence, and slower heating alone moves the peak down.

**Constant-coverage analysis.** Record spectra at several heating rates and, in each, read the rate and temperature at which the same coverage $\theta$ remains. For a rate law of order $n$,

$$\ln r=\ln\nu+n\ln\theta-\frac{E(\theta)}{R}\frac1T .$$

At fixed $\theta$ the plot of $\ln r$ against $1/T$ is a straight line with slope $-E(\theta)/R$, and the order need not be known. If $\nu$ does not depend on coverage, the change of the intercept with $\ln\theta$ gives $n$.

Applied to calculated curves for $\beta=0.5$, 2 and 8 K/s, this returns 100.0 kJ/mol at both $\theta=0.2$ and $\theta=0.6$ for the second-order model, with order 2.00. For the repulsive model it returns 104.2 and 101.3 kJ/mol, with order 1.00. The curves are free of noise, so these figures show that the method discriminates in principle; they do not show what accuracy a measurement would reach.

## What may be concluded

The refutation does not run in reverse. A downward shift is no evidence that repulsion is absent, and recombining atoms may repel one another as well. If they still stayed randomly mixed, with a prefactor independent of coverage, $E(\theta)$ from the constant-coverage analysis would fall while the order remained 2. Repulsion, however, also makes occupied neighbouring sites rarer than random mixing would, to a degree that depends on temperature and coverage. The order found from the intercepts can then differ from 2 even though the atoms leave in pairs.

The analysis also has its own premise: the rate must be fixed by $\theta$ and $T$ alone. Slow diffusion can violate it, since the arrangement of the atoms may then depend on the initial coverage and on the earlier course of the ramp. The order found from the intercepts can also differ from 2, because the atoms are no longer randomly mixed. If attraction gathers atoms into islands, the chance of having a neighbour is no longer $\theta$, and equation (2) loses its basis. If nearly all atoms already sit in pairs before they leave, the number of pairs is proportional to $\theta$, the kinetics approach first order, and the peak hardly moves although molecules desorb. A coverage-dependent prefactor would be mixed into the order found from the intercepts.

Within these limits, a peak that moves with coverage says that the loss rate per particle depends on coverage. In both models examined here it grows with coverage, and the peak falls. Whether a lower barrier or a more easily found partner is responsible has to be settled by other features of the data. The calculated values are collected in the numerical output below.

## Calculated quantities

```
E = 100 kJ/mol, nu = 1e+13 1/s, beta = 2 K/s
first order, constant E: Tp = 379.15 K at every theta0
second order, constant E; E_app = first-order reading of the peak
theta0  Tp/K  theta_p/theta0  E_app/(kJ/mol)  E-R*Tp*ln(theta0)
 1.00  378.52  0.5288  99.83  100.00
 0.50  386.44  0.5294  101.98  102.23
 0.25  394.68  0.5300  104.22  104.55
 0.10  406.11  0.5307  107.33  107.77
 0.02  427.81  0.5322  113.25  113.92
 0.01  437.86  0.5329  115.99  116.77
at theta0 = 0.5: x = 31.12, g = 0.9412
dTp/dln(theta0): numerical -11.649 K, formula -11.649 K
  simple estimate -R*Tp^2/E = -12.416 K
lattice without interactions, 60000 sites: half-loss temperature
  theta0 = 1.00: lattice 379.8 K, rate law 379.8 K
  theta0 = 0.25: lattice 396.0 K, rate law 396.1 K
repulsive first-order model fitted at theta0 = 1 and 0.25:
  E0 = 105.63 kJ/mol, w = 7.27 kJ/mol
theta0  Tp second order/K  Tp repulsive first order/K
 1.00  378.52  378.52
 0.50  386.44  389.40
 0.25  394.68  394.68
 0.10  406.11  397.79
 0.02  427.81  399.44
 0.01  437.86  399.65
width at half maximum, theta0 = 1: second order 39.6 K, repulsive 49.9 K
rise of Tp from theta0 = 0.02 to 0.01: second order 10.05 K, repulsive 0.21 K
constant-coverage analysis, theta0 = 1, beta = 0.5, 2, 8 K/s
  second order, theta = 0.2: E = 100.00 kJ/mol
  second order, theta = 0.6: E = 100.00 kJ/mol
  second order: order from intercepts = 2.000
  repulsive first order, theta = 0.2: E = 104.18 kJ/mol
  repulsive first order, theta = 0.6: E = 101.27 kJ/mol
  repulsive first order: order from intercepts = 1.000
```
